Thermal runaway of an Arrhenius leakage path in a ferroelectric capacitor, part 1

(Sections cited here and not found follow in the second part.)

## First half: how the steady state is lost

Consider a model leakage path of 5 nm radius across a 10 nm film. The voltage is 3 V and the surroundings are at 300 K. If the leakage is 1% below a certain threshold, the path settles 19.2 K above ambient. If it is 1% above, the path heats past a rise of 150 K and does not stop there. In both cases the current that the path would carry at ambient temperature is about 0.21 μA. A steady path only some 20 K warmer than its surroundings can therefore already be close to running away, although 20 K is small beside 300 K and the activation energy, 0.40 eV, corresponds to 4642 K. The size of this rise follows from a balance between leakage heating and cooling.

**The model**

The whole path is given one temperature T. The voltage V across it is fixed, and its current follows an Arrhenius law, so the heating V·I(T) is

P(T) = P0 exp(A/T0 − A/T),  A = Ea/k.

Here T0 is the ambient temperature, k is Boltzmann's constant and Ea is the activation energy at the working voltage. The exponent vanishes at T = T0, so P0 is the heating the path would have if it were held at ambient temperature. It will be called the load. It measures how leaky the path is, and is not the power that the hot path dissipates.

Cooling is linear, with a conductance G in W/K. If C is the heat capacity of the path, conservation of energy gives

C dT/dt = P(T) − G(T − T0).

Three assumptions have been made: fixed voltage, one activation energy over the temperatures concerned, and a conductance that does not depend on temperature. The barrier of a field-assisted leakage process depends on the field, so Ea has to be the value at the working voltage. A zero-field trap depth would be the wrong input.

**The load needed for a steady state**

In a steady state P(T) = G(T − T0). Instead of solving this for T, one can ask which load would hold the path at a chosen T. Division by the exponential gives

S(T) = G(T − T0) exp(A/T − A/T0).

The steady temperatures of a path with load P0 are the solutions of S(T) = P0. The same function gives the direction of change. Taking the exponential out of the energy balance as a common factor,

C dT/dt = exp(A/T0 − A/T) [P0 − S(T)].

The exponential is positive. The path therefore warms where S(T) is below P0 and cools where S(T) is above P0.

The shape of S follows from its logarithm. For T > T0,

ln S = ln G + ln(T − T0) + A/T − A/T0,

d(ln S)/dT = 1/(T − T0) − A/T².

With a common denominator,

d(ln S)/dT = [T² − A(T − T0)] / [T²(T − T0)].

The denominator is positive, so the sign is that of the quadratic T² − AT + AT0. Its roots are

T± = (A/2)[1 ± √(1 − 4T0/A)].

Let ε = T0/A = kT0/Ea. If ε < 1/4 there are two real roots. S rises from zero at T0 up to the lower root, falls between the roots, and rises again beyond the upper one. The lower root is the critical temperature:

Tc = (A/2)[1 − √(1 − 4ε)].

The load S(Tc), written P0c, is the largest that permits a steady state on the low-temperature branch. A larger load leaves P0 − S(T) positive all the way through this region, so the path keeps heating.

The roots add up to A. In the example the upper one is 4642 − 322 ≈ 4320 K. A solid film with unchanged leakage and cooling laws is no longer a sensible description there, so the steady state that the equations allow at still higher temperature offers no protection.

If ε > 1/4, the quadratic has no real root and S rises throughout. The steady temperature then varies continuously with load and there is no threshold. This was tested at T0 = 300 K by evaluating S up to 1500 K: for Ea = 3.9 kT0 it rose throughout, and for Ea = 4.1 kT0 it had a falling part. The condition ε < 1/4 is easily met by the leakage considered here, for which ε = 0.0646.

**The critical rise**

At Tc the quadratic vanishes, so Tc² = A(Tc − T0). The critical rise is therefore

ΔTc = Tc − T0 = Tc²/A = kTc²/Ea.

This can also be read as a tangency. Differentiating the Arrhenius law gives P′(T) = P(T) A/T². At threshold the heating and cooling curves touch, so they agree in value, P = GΔTc, and in slope, P′ = G. Dividing the first equality by the second gives ΔTc = P/P′ = Tc²/A again.

The temperature on the right is Tc and not T0. To express the result through the ambient temperature, the square root is expanded for small ε:

√(1 − 4ε) = 1 − 2ε − 2ε² − 4ε³ − 10ε⁴ − …

Since A = T0/ε, putting this into the expression for Tc gives

Tc = (T0/2ε)(2ε + 2ε² + 4ε³ + 10ε⁴ + …)
   = T0(1 + ε + 2ε² + 5ε³ + …).

Subtracting T0 and using εT0 = kT0²/Ea,

ΔTc = (kT0²/Ea)(1 + 2ε + 5ε² + …).

The leading term is the simple rule: ambient temperature squared, times Boltzmann's constant, divided by the activation energy. For the example,

kT0²/Ea = (300 K)²/(4642 K) = 19.4 K.

The full root gives 22.4 K. The simple rule is thus 13% too low relative to the full result of this model, and the first correction, 2ε = 0.129, supplies most of the difference.

The rule has a direct meaning. For a small rise x, the Arrhenius exponent is

A/T0 − A/(T0 + x) = Ax/[T0(T0 + x)] ≈ x/(T0²/A).

So kT0²/Ea is the warming that multiplies the leakage by e = 2.718… to leading order. The conductance, the voltage and the load do not appear in it, except in so far as the voltage alters Ea. Better cooling raises the load that the path can bear, but with Ea and T0 fixed it does not change the rise at which the steady state is lost.

**The threshold load**

At Tc the Arrhenius exponent is

A/T0 − A/Tc = A(Tc − T0)/(T0Tc) = A(Tc²/A)/(T0Tc) = Tc/T0.

The path at Tc thus carries exp(Tc/T0) times its ambient-temperature current. Its heating there is GΔTc, and division by this factor gives the threshold load:

P0c = G(kTc²/Ea) exp(−Tc/T0).

For small ε, let t = Tc/T0 = 1 + ε + 2ε² + …. Because kTc²/Ea = t²kT0²/Ea,

P0c = (GkT0²/Ea) t² exp(−t).

To second order, ln t = ε + 2ε² − ε²/2 = ε + 3ε²/2. Therefore

2 ln t + 1 − t = 2ε + 3ε² − ε − 2ε² = ε + ε².

The exponential of ε + ε² is 1 + ε + ε² + ε²/2 to the same order, so

P0c = [GkT0²/(e Ea)](1 + ε + 3ε²/2 + …).

At threshold the path dissipates about e times its load. A design that compared only the ambient-temperature power with GΔTc would therefore overestimate the tolerable load by about that factor.

The full formulas for ΔTc and P0c were tested against a direct numerical search for the largest S(T), with activation energies of 0.3, 0.4, 0.7 and 1.2 eV at 300 K and 358 K. The rises agreed to better than one part in 10⁵ and the loads to better than one part in 10⁸. This confirms the algebra; whether a real path obeys the model is a separate matter.

**Below threshold: two balance points**

Consider a load somewhat below P0c. The rising part of S meets it at a temperature below Tc, and the falling part meets it again above Tc. Since the path warms where S < P0 and cools where S > P0, it returns to the lower point after a small disturbance. From the upper point it moves away in either direction. Runaway below threshold therefore needs a push beyond the upper point.

At half the threshold load, the two rises are 4.9 K and 69.0 K. They can be checked by hand. In the example P0c/G is 7.645 K, so half of it is 3.822 K. The steady rise x must satisfy

x = 3.822 K × exp{Ax/[T0(T0 + x)]}.

For x = 4.902 K the exponent is 0.249 and the right side is 4.90 K. For x = 69.0 K the exponent is 2.893 and the right side is 69.0 K. When the energy balance was integrated in time from starting points 0.5 K on either side of the upper balance, the cooler path returned to the lower one and the hotter path ran away.

A rise above ΔTc is thus not by itself a sign of runaway. A path at half threshold that is briefly heated by 40 K cools down again. The critical rise is the end of the stable branch, reached when the load grows slowly enough for the temperature to follow it.

There is also a lower limit to this picture. The second balance point exists in the model only if P0 exceeds S at the upper root, which in the example is about 3 × 10⁻⁴ of the threshold load. For a smaller load, no temperature leads to runaway in this model.

**Close to threshold: square root and delay**

Let the load be (1 + μ)P0c, with μ small, and let y = T − Tc. The heating curve at threshold is needed to second order in y. From P′ = PA/T²,

P″ = P′A/T² − 2PA/T³ = P′(A/T² − 2/T).

At Tc, P′ = G and A/Tc² = 1/ΔTc, so

P″(Tc) = Gb/ΔTc,  b = 1 − 2ΔTc/Tc.

The number b is positive: it equals (2T0 − Tc)/Tc, and Tc = 2T0/[1 + √(1 − 4ε)] is less than 2T0 for ε < 1/4. The energy balance becomes

C dy/dt = (1 + μ)[GΔTc + Gy + Gby²/(2ΔTc)] − G(ΔTc + y).

The terms GΔTc and Gy cancel except for the parts multiplied by μ. In the slow region y is of order √|μ| ΔTc. The terms μΔTc and y²/ΔTc are then of order μ, while μy, μy² and the omitted cubic term are smaller. To leading order,

C dy/dt = G[μΔTc + by²/(2ΔTc)].

Below threshold μ is negative, and the stable steady state lies at

y = −ΔTc √(2|μ|/b).

With b = 1 − 2 × 22.39/322.39 = 0.861 and |μ| = 0.01, this is −3.4 K. The predicted rise is 19.0 K, and the time integration gives 19.2 K. A load 1% below threshold thus has a rise 14% below ΔTc. The temperature changes steeply with load just before the steady state is lost.

Above threshold the right side is positive for every y, but smallest at y = 0, where the path lingers. Since ∫dy/(a + cy²) over all y is π/√(ac), with a = μΔTc and c = b/(2ΔTc), the delay is

t_delay = (C/G) π √[2/(μb)].

At 1% excess this is 47.9 times C/G. Direct integration from ambient to a rise of 150 K gives 44.6, so the formula is 7% too high relative to that. Most of the difference comes from extending the integral beyond the actual range. The two added tails are each close to 2ΔTc/(b|y|), with |y| = 22.4 K below and 127.6 K above. They amount to 2.3 + 0.4 = 2.7 of the difference of 3.3. The rest is the net effect of the terms dropped in the expansion, which lengthen the approach to Tc by about 2.0 and shorten the escape from it by about 2.6. At an excess of 10⁻⁴, formula and integral were tested to agree within 3%.

## Second half: a worn path in a hafnia-based capacitor

The symbols carried over are these. T0 is the ambient temperature, T the path temperature, Ea the activation energy at the working voltage V, k Boltzmann's constant and A = Ea/k. G is the cooling conductance of the path and C its heat capacity. The load P0 is the heating the path would have at T0. For kT0/Ea < 1/4, the low-temperature steady state ends at

ΔTc = Tc − T0 = kTc²/Ea,

P0c = GΔTc exp(−Tc/T0).

To leading order in kT0/Ea the rise is kT0²/Ea. Below P0c the path has a stable balance point, and above P0c it runs away.

**The path and its cooling**

The example is a conducting path through a film of thickness d = 10 nm, between electrodes of thickness w = 10 nm. Its radius is 5 nm and its cross-section is s = 7.85 × 10⁻¹⁷ m². At 3 V the mean field is 3 MV/cm. The thermal conductivities are κ = 1 W/(m K) for the film and κe = 10 W/(m K) for the electrodes, and each interface between them has a thermal resistance R = 5 × 10⁻⁹ m² K/W. These are rough values for a hafnia-based film with titanium nitride electrodes.

A useful first case has heat flowing straight to the electrodes, with no sideways spreading. Let q be a uniform heating per volume, z the distance from the film's midplane and x the local rise above ambient. Symmetry makes the flux zero at z = 0, so κ d²x/dz² = −q gives

x(z) = x_face + q(d²/4 − z²)/(2κ).

The average of z² from 0 to d/2 is d²/12, so the average of the bracket is d²/6. The mean rise above the face is therefore qd²/(12κ). Each face carries the flux qd/2 through the interface and the electrode, whose outer side is at ambient:

x_face = (qd/2)(R + w/κe).

The total power is qds. Dividing it by the mean rise gives

G_straight = s / [d/(12κ) + R/2 + w/(2κe)].

The three terms are 0.83, 2.50 and 0.50 in units of 10⁻⁹ m² K/W. Their sum is 3.83 × 10⁻⁹ m² K/W, so G_straight = 2.05 × 10⁻⁸ W/K. In this straight-flow case the interfaces contribute 65% of the thermal resistance.

A narrow path also loses heat sideways. The steady heat equation with axial symmetry is

(1/r) ∂(κ r ∂x/∂r)/∂r + ∂(κ ∂x/∂z)/∂z + q = 0,

with κ replaced by κe in the electrodes. It was solved in ring-shaped cells of width and height h = 0.5 nm, out to a radius of 40 nm, where no heat crosses. Symmetry allows half the stack to be used. The conductance between neighbouring rings in one layer is the conductivity times the shared area 2πr_edge h, divided by the distance h:

K_radial = 2πκ r_edge.

Between cells one above the other, with ring area a and conductivities κ1 and κ2, the resistances add:

K_vertical = a / [h/(2κ1) + h/(2κ2) + R_i].

R_i equals R at the film–electrode interface and zero elsewhere. At the outer electrode face the conductance to ambient is 2κe a/h. Balancing the heat in every cell gives a linear system for the rises. With uniform heating in the path, the total power divided by the mean rise in the path is

G = 8.2 × 10⁻⁸ W/K.

Cells of 1 nm and an outer radius of 60 nm give 8.1 × 10⁻⁸ W/K, cells of 0.25 nm give 8.19 × 10⁻⁸ W/K, and the limit of small cells is 8.20 × 10⁻⁸ W/K. The value 8.171 × 10⁻⁸ W/K of the 0.5 nm cells, used below, is thus about 0.4% low, and so are the threshold load and current derived from it. When the heated region was made to fill the whole radius, the solver was tested to reproduce G_straight within 1%. Sideways spreading thus makes G four times as large as straight flow would. Both outer electrode faces are treated here as perfect heat sinks. With an insulated top face and 0.1 to 1 μm of silicon oxide under the lower electrode, G is 10 to 12% smaller.

The model has given the critical rise and the threshold load, and a heat-flow calculation has supplied the cooling conductance of the example path. What remains is to put numbers to its threshold, and to see how they change with ambient temperature, uneven heating and the effects left out so far.
